# The leading image-charge correction for a doubly charged oxygen vacancy

## Problem

An oxygen vacancy that has lost two electrons carries the charge $qe$ with $q=+2$. Its energy is calculated in a cubic cell of edge $L=10$ Å, repeated periodically in all three directions. A uniform background of charge $-qe$ per cell keeps the crystal neutral, and the average electrostatic potential is set to zero. The host is treated as a linear, isotropic medium with dielectric constant $\varepsilon=20$. These are round model parameters and stand for no particular oxide.

The quantity wanted is the energy of one isolated vacancy in an infinite host. The periodic calculation differs from it because the charge also interacts with its images and with the background.

1. Estimate the size and sign of the difference by scaling.
2. Find the term of order $1/L$ with its numerical coefficient, treating the defect as a point charge.
3. Compare the two, and find how much the $1/L$ term leaves out when the charge has a finite width and is incompletely screened at short distance.

Write $K=e^2/(4\pi\varepsilon_0)=14.39965$ eV Å. The dielectric constant must match the calculation: if the ions relax around the defect, $\varepsilon$ is the static constant, with electronic and ionic parts; if they are clamped, it is the electronic constant alone.

## First estimate by scaling

For a point charge in a uniform medium, the cell edge is the only length available. The interaction energy is quadratic in the charge and is divided by $\varepsilon$, so its magnitude must be a pure number times

$$
\frac{q^2K}{\varepsilon L}=\frac{4\times 14.39965}{20\times 10}\ \text{eV}\approx 0.29\ \text{eV}.
$$

The sign follows from the arrangement of charge. Each defect sits in the middle of a background of opposite sign, which attracts it. The periodic energy is therefore expected to lie too low, and the correction to be added to it is positive. Since both defect and background change sign with $q$, a charge of $-2$ gives the same result.

Scaling cannot supply the pure number. That requires the lattice sum.

## Exact solution for the point charge

### From energy to potential

Let $\psi(\mathbf r)$ be the potential, in units of inverse length, of a lattice of unit point charges with its neutralizing background, in vacuum and with zero average. In the medium, the potential energy of a unit charge $e$ is $(qK/\varepsilon)\psi$.

If the external charge is built up in proportion to a parameter $s$ running from 0 to 1, the potential grows as $s$, and the work contains $\int_0^1 s\,ds=\tfrac12$. This work includes the energy spent in polarizing the medium. Hence, per cell,

$$
E_{\rm per}=\frac{q^2K}{2\varepsilon}\int_{\rm cell}\left[\delta(\mathbf r)-\frac1{L^3}\right]\psi(\mathbf r)\,d^3r .
$$

The background term vanishes because $\psi$ has zero average. What remains is $\psi$ at the defect, which contains the infinite self-energy of a point charge. The isolated defect in the same medium has the same self-energy, with $1/r$ in place of $\psi$. The difference is finite:

$$
E_{\rm per}-E_{\rm iso}=\frac{q^2K}{2\varepsilon}\,v,\qquad
v=\lim_{r\to0}\left[\psi(\mathbf r)-\frac1r\right].
$$

Because $L$ is the only length, $v=-\alpha/L$ with a pure number $\alpha$. The correction to be added is

$$
\Delta E=E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2K}{2\varepsilon L}.
$$

### Splitting the lattice sum

The sum of $1/r$ over the lattice diverges by itself and is finite only together with the background. To combine the two in a controlled way, each point charge is written as a Gaussian charge plus the remainder, using

$$
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
$$

The second part is the potential of the normalized Gaussian density $(\eta/\sqrt\pi)^3e^{-\eta^2r^2}$, whose Fourier transform is $e^{-k^2/4\eta^2}$. By Poisson's equation, the potential of a periodic array of such Gaussians, with zero average, is

$$
\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\,e^{i\mathbf G\cdot\mathbf r},
$$

where $\mathbf G$ are the reciprocal lattice vectors.

The first part is summed over the lattice vectors $\mathbf R$. Its average must be subtracted so that the total average is zero. The cells tile all space, so the cell average of the lattice sum is the integral of one term over all space, divided by $L^3$. Integration by parts gives

$$
\frac{4\pi}{L^3}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr
=\frac{4\pi}{L^3}\,\frac{\eta}{\sqrt\pi}\int_0^\infty r^2e^{-\eta^2r^2}dr
=\frac{4\pi}{L^3}\,\frac1{4\eta^2}=\frac{\pi}{\eta^2L^3}.
$$

Finally, the term $\mathbf R=0$ combines with the subtracted $1/r$:

$$
\frac{\operatorname{erfc}(\eta r)}r-\frac1r=-\frac{\operatorname{erf}(\eta r)}r\;\to\;-\frac{2\eta}{\sqrt\pi}\qquad(r\to0).
$$

Collecting the four pieces,

$$
v=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R
+\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
-\frac{\pi}{\eta^2L^3}-\frac{2\eta}{\sqrt\pi}.
$$

The parameter $\eta$ was introduced by adding and subtracting the same charge, so $v$ does not depend on it.

### The coefficient

Choose $\eta=\sqrt\pi/L$, and write $R=nL$ and $G=2\pi n/L$, where $n$ is the length of an integer vector $\mathbf n$. Then $G^2/4\eta^2=\pi n^2$ and $4\pi/(L^3G^2)=1/(\pi n^2L)$. The last two terms become $-1/L$ and $-2/L$. Multiplying $v$ by $-L$ gives

$$
\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}n+\frac{e^{-\pi n^2}}{\pi n^2}\right].
$$

The six nearest vectors contribute $6(0.012189+0.013755)\approx0.1557$, which leaves $2.8443$. The next twelve, with $n^2=2$, lower this to $2.83744$, and the eight with $n^2=3$ to $2.83730$. The converged value is $\alpha=2.8373$.

### A second route to the coefficient

The same number follows without splitting the charges. Set $L=1$ and take a finite cube of $M^3$ cells, with $M$ odd. At its centre, add $1/R$ for all the other point charges and subtract the potential of the uniform background. By scaling, the latter is $M^2I$, where $I=2.380077$ is the integral of $1/r$ over a centred unit cube. For $M=121$ the difference is $-2.313700$, and extrapolation to infinite $M$ gives $-2.313699$.

This potential does not have zero average. A neutral cell has density $\rho=\delta(\mathbf r)-1$ inside the unit cube. It has no dipole or octupole, by inversion symmetry, and no quadrupole, by cubic symmetry, so its potential falls off as $r^{-5}$ and can be integrated over all space. That integral is the limit of $4\pi\tilde\rho(\mathbf k)/k^2$ as $k\to0$. With zero total charge and dipole,

$$
\tilde\rho(\mathbf k)\approx-\frac12\int(\mathbf k\cdot\mathbf r)^2\rho\,d^3r=-\frac{k^2}{6}\int r^2\rho\,d^3r .
$$

The point charge contributes nothing to the last integral, and the background gives $-3\times\tfrac1{12}=-\tfrac14$. The average potential is therefore $-\tfrac{2\pi}{3}\times(-\tfrac14)=\pi/6=0.523599$. Removing it gives

$$
-\alpha=-2.31370-0.52360=-2.83730,
$$

in agreement with the split sum.

### The correction

$$
\Delta E=\frac{2.8373\times4\times14.39965}{2\times20\times10}\ \text{eV}=0.409\ \text{eV}\approx0.41\ \text{eV},
$$

or $6.5\times10^{-20}$ J. The formation energy of the charged vacancy is raised by this amount.

The consequence for the charge-transition level is half as large. The level between the states $2+$ and $0$ is the Fermi energy $\mu$ at which $E_{2+}+2\mu=E_0$, where $E_{2+}$ and $E_0$ are the formation energies at $\mu=0$. Thus $\mu=(E_0-E_{2+})/2$. The neutral state has no point-charge correction, so the level moves down by about $0.20$ eV.

Without screening, $\varepsilon=1$, the same formula gives $8.17$ eV. The modest size of this $1/L$ term is thus due to the dielectric constant, to which it is inversely proportional. Enlarging the cell helps slowly: $\Delta E$ falls to $0.1$ eV at $L=40.9$ Å, which means about 68 times the volume.

## Comparison

### Scaling against the lattice sum

The scaling estimate has the right sign and power of $L$, but at $0.29$ eV it is about 30% below the point-charge result. The missing factor is $\alpha/2=1.42$.

A simple picture gives nearly the same factor. Replace the cubic cell by a neutral sphere of equal volume, with radius $R_s=(3/4\pi)^{1/3}L$, and neglect the interaction between cells. For unit charge in vacuum, the attraction between the centre and the background is

$$
-\frac{3}{4\pi R_s^3}\int_0^{R_s}\frac{4\pi r^2}{r}\,dr=-\frac{3}{2R_s}.
$$

The background also repels itself. Building it up shell by shell, with charge $r^3/R_s^3$ already inside radius $r$, costs

$$
\int_0^{R_s}\frac{r^3}{R_s^3}\,\frac{3r^2}{R_s^3}\,\frac{dr}{r}=\frac{3}{5R_s}.
$$

The sum is $-9/(10R_s)$. Setting it equal to $-\alpha/(2L)$ gives $\alpha\approx1.8\,(4\pi/3)^{1/3}\approx2.90$, about 2% above the lattice value. The coefficient exceeds the simple scaling guess mainly because the background lies closer to the defect than the distance $L$.

### The point charge against an extended charge

A real defect charge has a width, and the medium cannot screen fully at very short distance. As a model, let the charge have the normalized Gaussian density $(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$, and let two unit point charges interact as

$$
W(r)=\frac1{\varepsilon r}+a\,\frac{e^{-r/\lambda}}r,\qquad a=1-\frac1\varepsilon .
$$

This is the bare $1/r$ for $r\ll\lambda$ and the screened $1/(\varepsilon r)$ for $r\gg\lambda$. The two parts of $W$ can be treated separately.

**Screened part.** Two Gaussian charges have the squared form factor $e^{-k^2\sigma^2}$, so the reciprocal sum is that of the split formula with $\eta=1/(2\sigma)$. Solving that formula for the reciprocal sum gives

$$
\frac{4\pi}{L^3}\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{G^2}
=-\frac{\alpha}{L}+\frac{4\pi\sigma^2}{L^3}+\frac1{\sqrt\pi\,\sigma}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2\sigma)}R .
$$

The third term is the self-interaction of the isolated Gaussian and cancels in the difference. The last sum is negligible for $L\gg2\sigma$.

**Short-range part.** Leaving out $\mathbf G=0$ subtracts the average, $(4\pi a/L^3)\int_0^\infty re^{-r/\lambda}dr=4\pi a\lambda^2/L^3$. The images add

$$
S=a\,e^{\sigma^2/\lambda^2}\sum_{\mathbf R\ne0}\frac{e^{-R/\lambda}}R .
$$

The factor $e^{\sigma^2/\lambda^2}$ is the squared form factor continued to $k=i/\lambda$. It arises because averaging $e^{-r/\lambda}/r$ over a sphere of radius $s$ that does not enclose the source multiplies its value at the centre by $\sinh(s/\lambda)/(s/\lambda)$, which is $\sin(ks)/(ks)$ at that $k$. The small overlap of the Gaussian tails is neglected, which requires $L-2\sigma^2/\lambda$ to be several times $2\sigma$.

Together, with $c=\sigma^2/\varepsilon-a\lambda^2$,

$$
E_{\rm iso}-E_{\rm per}=\frac{q^2K}{2}\left[\frac{\alpha}{\varepsilon L}-\frac{4\pi c}{L^3}-S\right].
$$

In this model the $1/L$ term depends on the total charge and the macroscopic dielectric constant, but not on $\sigma$ or $\lambda$. These enter at order $1/L^3$, with opposite signs: spreading the charge reduces the finite-size error, and incomplete screening increases it.

For $\sigma=1$ Å and $\lambda=0.5$ Å, $c=0.05-0.95\times0.25=-0.1875$ Å$^2$, so incomplete screening wins. The full error, obtained from the reciprocal sum and a separate integral for the isolated charge, compares with the leading term as follows. Each entry is rounded separately.

| $L$ (Å) | full error (eV) | leading term (eV) | rest (eV) |
|---|---|---|---|
| 10 | 0.476 | 0.409 | 0.068 |
| 20 | 0.213 | 0.204 | 0.008 |
| 40 | 0.103 | 0.102 | 0.001 |

At 10 Å the rest is 16.6% of the leading term; at 40 Å it is 1.04%. From 10 to 20 Å it falls by a factor of 8.000, as a $1/L^3$ term should. The image term $S$ contributes only about $2\times10^{-6}$ eV at 10 Å.

A large dielectric constant does not remove the rest. As $\varepsilon\to\infty$ the leading term vanishes, but $c\to-\lambda^2$, and the $1/L^3$ term survives. The leading term can then be a poor guide to the total error in a small cell.

The value $0.41$ eV is therefore the $1/L$ part of the correction, not the whole of it. The rest found here belongs to the chosen $\sigma$ and $\lambda$ and cannot be carried over to a particular oxide. The derivation also assumes a charge localized well inside the cell. If the defect state spreads over the whole cell, the point-charge starting point fails; an anisotropic host or a non-cubic cell needs a different lattice sum. In the model, the $a\lambda^2$ term is, in magnitude, half the defect charge times the potential shift that gives the short-range part zero average; the half comes from building up the charge. The width also shifts the potential far from the defect, relative to that of the screened point charge. A single Gaussian has the form factor $e^{-k^2\sigma^2/2}$, which gives the shift $2\pi\sigma^2qK/(\varepsilon L^3)$, and the $\sigma^2/\varepsilon$ term is the full defect charge times this shift. At 10 Å the defect charge times the total far shift is $0.018-0.172=-0.154$ eV, while the rest is $0.086-0.018=0.068$ eV. Aligning the potential far from the defect with that of the perfect crystal draws on the same shifts, so an alignment term must not simply be added to the rest found here; in this model it does not equal the rest either. Elastic interaction between the images is not treated. The numerical output below gives the values to more digits.

## Numbers as computed

```
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV angstrom
charge q = 2, cell edge L = 10.0 angstrom, eps = 20.0
Shells: n^2, vectors, real term, reciprocal term, running alpha
  1   6  1.2189e-02  1.3755e-02  2.844334
  2  12  2.7772e-04  2.9721e-04  2.837435
  3   8  8.1663e-06  8.5625e-06  2.837301
  4   6  2.6758e-07  2.7751e-07  2.837298
alpha, converged split sum = 2.837297
integral of 1/r over unit cube = 2.380077
centre potential, M = 61: -2.313706 (units 1/L)
centre potential, M = 121: -2.313700 (units 1/L)
centre potential, extrapolated: -2.313699 (units 1/L)
average potential to remove: 0.523599 (units 1/L)
alpha, finite-cube road = 2.837297
leading correction dE = 0.4086 eV = 6.546e-20 J
same with eps = 1: 8.171 eV
cell edge for dE = 0.1 eV: 40.9 angstrom
model: sigma = 1.0 angstrom, lam = 0.5 angstrom
coefficient c = -0.1875 angstrom^2
isolated energy of model charge = 2.27335 eV
L (angstrom), periodic energy, full error, leading, rest (eV)
  10  1.79694  0.47642  0.40856  0.06785
  20  2.06059  0.21276  0.20428  0.00848
  40  2.17015  0.10320  0.10214  0.00106
short-range image energy at 10 angstrom = 1.85e-06 eV
rest at 10 over rest at 20 angstrom = 8.000
rest / leading at 10 angstrom = 16.6 percent
rest / leading at 40 angstrom = 1.04 percent
```
